\section*{Where alternating source and mask optimization stops for a worst-edge objective}

\section{The belief}

\textbf{Q.} I optimize the mask with the source fixed, then the source with the mask fixed, and repeat. When neither step improves the result, I have a joint local optimum. It may not be the best one, but no small change of source and mask together can improve it. Is that right?

\textbf{A.} Not in general. Your stopping test examines moves along two axes. A joint local optimum must also survive every oblique move.

\textbf{Q.} If the objective is smooth, the axes determine the slope in every direction.

\textbf{A.} They do. At an interior point where neither variable alone can improve a differentiable objective, both partial derivatives vanish, so the point is stationary. It can still be a saddle. Take $q(u,v)=u^2+v^2-3uv$ at the origin: $q(u,0)=u^2$ and $q(0,v)=v^2$ are both minimal there, but $q(u,u)=-u^2$ decreases. If an objective is smooth and also convex, stationarity does imply a global minimum.

\section{The worst edge}

\textbf{Q.} My objective is the largest edge placement error. What changes?

\textbf{A.} It has kinks, where the slopes along the axes no longer fix the others. Let $s$ be a source variable, $m$ a mask variable, and $e_i(s,m)$ the signed error of edge $i$, positive when a printed space is too wide. The objective is
\begin{equation}
F=\max_i|e_i|=\max\bigl(\max_i e_i,\,-\min_i e_i\bigr).
\end{equation}
Suppose that every $e_i$ is continuous and strictly increasing in each variable: raising either control widens every space. Along one variable, the first entry then rises and the second falls. If they cross inside the allowed range, the crossing is the unique minimum, and there
\begin{equation}
\max_i e_i+\min_i e_i=0. \label{balance}
\end{equation}

\textbf{Q.} That is the condition for the mask step. What does the source step solve?

\textbf{A.} The same equation. After an exact mask step, the point $(s_0,m_1)$ satisfies \eqref{balance}. The source step at fixed $m_1$ seeks the unique $s$ that satisfies \eqref{balance}, and $s_0$ already does. Alternation therefore stops after its first half-step, and each starting source gives its own stopping point on a curve.

\textbf{Q.} Perhaps those points are all joint local optima.

\textbf{A.} Take two edges, $A$ and $B$, with twice continuously differentiable errors, and a stall inside the allowed ranges. On the curve $e_A=-e_B$. Let $J$ be the matrix of derivatives of $\mathbf e=(e_A,e_B)$ with respect to $(s,m)$. If $\det J\ne0$, choose the joint change $\mathbf d=(d_s,d_m)$ by $J\mathbf d=-\mathbf e$. A fraction $\tau$ of it gives
\begin{equation}
\mathbf e(\tau)=\mathbf e+\tau J\mathbf d+O(\tau^2)
=(1-\tau)\mathbf e+O(\tau^2),
\end{equation}
so $F$ falls to $(1-\tau)F+O(\tau^2)$. A stall with $F>0$ and $\det J\ne0$ is therefore not a joint local minimum. Nonconvexity is not needed: if the errors are linear, $F$ is convex and the same stall occurs.

\textbf{Q.} Does it matter that both variables widen both spaces?

\textbf{A.} The sign pattern matters. Keep two edges, and suppose instead that raising $s$ widens $A$ and narrows $B$. At $e_A=F$, $e_B=-F$, lowering $s$ shrinks both errors, so that tie does not stop the source step. At $e_A=e_B=F$, the mask variable, which still moves both edges the same way, shrinks both. With two edges and mixed responses in exactly one variable, neither tie traps the alternation. If both variables widen $A$ and narrow $B$, the tie $e_A=e_B$ traps it again: $e_A=2s+m$, $e_B=-s-2m$ stalls at $(s,m)=(1,-1)$ with $F=1$. With more edges, a trap needs only that the two worst edges have a harmful pattern, whatever the others do.

\section{An imaging model}

\textbf{Q.} Can ordinary imaging produce the harmful case?

\textbf{A.} Consider lines along $y$, light polarized along them, and two gratings with pitches $p=90$ nm and $P=2p=180$ nm. The target in each is equal lines and spaces. Let $s$ be the fraction of source power in two poles at $\pm0.8$ of the pupil radius. The remaining $1-s$ is in a central pole, and total power is fixed. Every mask opening has width $w=\text{pitch}/2+m$, in wafer dimensions. The resist prints a space where intensity exceeds $T=0.25$ of the clear-field value.

The mask has amplitude $1$ in the opening and $-t$ elsewhere, with $t^2=0.06$. Write this as $-t$ everywhere plus $1+t$ in the opening. For pitch $p$, the Fourier amplitudes are
\begin{equation}
a_n=\frac{1+t}{p}\int_{-w/2}^{w/2}\cos\frac{2\pi nx}{p}\,dx-t\delta_{n0}
=(1+t)\frac{\sin(\pi nw/p)}{\pi n}-t\delta_{n0},
\end{equation}
with $a_0=(1+t)w/p-t$ as the limit at $n=0$.

\textbf{Q.} Which orders reach the wafer?

\textbf{A.} At wavelength 193.4 nm and numerical aperture 1.35, orders are spaced by $\lambda/(\mathrm{NA}\,p)=1.592$ pupil radii for $A$ and 0.796 for $B$. The central pole sends order 0 of $A$ and orders $0,\pm1$ of $B$. An outer pole sends two adjacent orders of $A$ and three of $B$. A pole radius of 0.1 does not change these sets, so in focus each pole images as a point. With $\theta=2\pi x/\text{pitch}$ and $b_n$ for the amplitudes of $B$,
\begin{align}
I_A&=s|a_0+a_1e^{i\theta}|^2+(1-s)a_0^2
=a_0^2+sa_1^2+2sa_0a_1\cos\theta,\\
I_B&=s|b_0+b_1e^{i\theta}+b_2e^{2i\theta}|^2
+(1-s)(b_0+2b_1\cos\theta)^2.
\end{align}

\textbf{Q.} Can both target edges be met?

\textbf{A.} Both targets lie at $\theta=\pi/2$. At $m=0$, $b_0=a_0=(1-t)/2$, $b_1=a_1=(1+t)/\pi$ and $b_2=0$. Both intensities become $a_0^2+sa_1^2$, so both errors vanish at
\begin{equation}
m=0,\qquad s_*=\frac{T-a_0^2}{a_1^2}
=\frac{0.25-0.3775^2}{0.3963^2}=0.684.
\end{equation}

\section{The run}

\textbf{Q.} Start my alternation at $s=0.3$.

\textbf{A.} The mask step gives $m=5.95$ nm, with $e_A=+0.880$ nm and $e_B=-0.880$ nm. The source step returns $s=0.300$, and a second mask step returns the same $m$. The searches covered $-12\le m\le12$ nm and $0.05\le s\le1$. The errors are not monotone over the full ranges: in parts a pattern fails to print and its edge position saturates, and in others $e_A$ falls as $s$ rises. They do increase strictly around the stall, and the scans of the full ranges found no lower value of $F$ elsewhere.

\textbf{Q.} Show me the move that I missed.

\textbf{A.} At the stall,
\begin{equation}
J=\begin{pmatrix}17.231&1.5974\\8.916&0.3904\end{pmatrix},
\qquad \det J=-7.52,
\end{equation}
where the first column is in nm per unit $s$ and the second in nm/nm. Solving $J\mathbf d=-\mathbf e$ gives $d_s=0.2327$ and $d_m=-3.06$ nm. Take 5\% of that move: $\Delta s=0.01164$, $\Delta m=-0.1531$ nm. To first order,
\begin{align}
\Delta e_A&=17.231(0.01164)-1.5974(0.1531)=-0.044\ \text{nm},\\
\Delta e_B&=8.916(0.01164)-0.3904(0.1531)=+0.044\ \text{nm}.
\end{align}
Both errors shrink. The full model gives $F=0.839$ nm, down from 0.880 nm. The source change alone raises $F$ to 1.073 nm, because $A$ widens further. The mask change alone raises it to 0.940 nm, because $B$ narrows further.

\textbf{Q.} Is $s=0.3$ a special start?

\textbf{A.} No. Starts at $s=0.45$, 0.60 and 0.90 stall at $F=0.401$, 0.101 and 0.115 nm. Starting with the source step at $m=4$ nm also stalls, at $s=0.436$ and $F=0.438$ nm. Adding a 120 nm grating leaves the alternation at $s=0.3$ with $F=1.455$ nm, although $(s_*,0)$ still makes all three errors zero.

\section{When the two controls become equivalent}

\textbf{Q.} When would the oblique move disappear?

\textbf{A.} To first order, when both edges respond to the two controls in the same ratio. At the joint solution this condition has a closed form. An edge obeys $I=T$, and intensity falls outward, so its derivative is $\partial I/\partial v$ divided by $|\partial I/\partial x|$, for $v=s$ or $m$.

At $\theta=\pi/2$ and $m=0$, both gratings have $\partial I/\partial s=a_1^2$. For the mask derivatives, $a_0'=(1+t)/p$ and $a_1'=0$, while $b_0'=(1+t)/(2p)$, $b_1'=0$ and $b_2'=-(1+t)/(2p)$. The outer-pole part of $I_B$ is $(b_0-b_2)^2+b_1^2$, and the central part is $b_0^2$. Hence
\begin{align}
\partial_mI_A&=\frac{2a_0(1+t)}p,&
\partial_mI_B&=\frac{a_0(1+t)(1+s)}p,\\
|\partial_xI_A|&=\frac{4\pi sa_0a_1}p,&
|\partial_xI_B|&=\frac{2\pi(2-s)a_0a_1}p.
\end{align}
The last slope adds $2sa_0a_1$ from the outer poles and $4(1-s)a_0a_1$ from the centre, then multiplies by $2\pi/P=\pi/p$. Dividing, and using $1+t=\pi a_1$,
\begin{equation}
J_*=\begin{pmatrix}
\dfrac{pa_1}{4\pi a_0s}&\dfrac1{2s}\\[2mm]
\dfrac{pa_1}{2\pi a_0(2-s)}&\dfrac{1+s}{2(2-s)}
\end{pmatrix},
\end{equation}
\begin{equation}
\det J_*=\frac{pa_1[(1+s)-2]}{8\pi a_0s(2-s)}
=-\frac{pa_1(1-s)}{8\pi a_0s(2-s)},\qquad s=s_*.
\end{equation}
Here it is $-1.32$ nm per unit $s$. It vanishes as $s_*\to1$, which happens when $T\to a_0^2+a_1^2$. Source and mask changes then become interchangeable to first order at the joint solution. This does not settle the stalls elsewhere on the curve: each has its own $J$, and where $\det J\ne0$ and $F>0$ an improving joint move still exists.

\section{What to change in the algorithm}

\textbf{Q.} Should I alternate on the sum of squared errors instead?

\textbf{A.} That removes this kink, but it can be slow. Let $\mathbf c_s,\mathbf c_m$ be the columns of $J_*$ and $\delta=s-s_*$. Near the solution, minimizing $|\mathbf c_s\delta+\mathbf c_mm|^2$ over $m$, then over $\delta$, gives
\begin{equation}
m=-\frac{\mathbf c_s\cdot\mathbf c_m}{|\mathbf c_m|^2}\delta,\qquad
\delta_{\rm new}=-\frac{\mathbf c_s\cdot\mathbf c_m}{|\mathbf c_s|^2}m
=\frac{(\mathbf c_s\cdot\mathbf c_m)^2}{|\mathbf c_s|^2|\mathbf c_m|^2}\delta.
\end{equation}
Near the solution the factor is 0.9927 per sweep, so halving the remaining error there takes about 94 sweeps. Farther away the rate differs: from $s=0.3$, the first sweep reaches $s=0.311$, about 3\% of the way to $s_*$. Also, when the errors cannot all be zero, least squares generally has a different optimum from the worst-edge objective.

A direct alternative is to minimize a bound $z$ over a joint step $\mathbf d$, subject to $-z\le e_i+\nabla e_i\cdot\mathbf d\le z$ for every edge. Limit the step to where the linearization is useful, recompute the true errors, and accept the step if $F$ falls.

\section{Beside a real process}

\textbf{Q.} Would this matter on a scanner?

\textbf{A.} The wavelength, aperture and 6\% mask are roughly typical of water-immersion ArF lithography; the one-parameter source, the single mask bias and the constant-threshold resist are much simpler than production models. The shared bias is essential to this stall. If each grating has its own bias, as in proximity correction, the mask step alone zeroes both errors at $s=0.3$, with $m_A=5.40$ nm and $m_B=8.17$ nm. The example speaks to cases where the mask cannot null every edge error by itself. An error of 0.88 nm is not negligible where edge budgets are a few nanometres. The stall also leaves $A$ with a low normalized log slope (target width times $|\partial_xI|/I$ at the edge): 1.34, against 2.57 at the joint solution. For $B$ the slope falls from 7.25 to 4.95, so the joint solution does not improve every measure.

Real resists blur the image. With a rough Gaussian blur of 5 nm standard deviation, the stall at $s=0.3$ drops to 0.39 nm, and the joint solution moves to $s=0.457$, $m=3.31$ nm. These numbers depend strongly on the blur. At 6.5 nm the joint solution lies near the start ($s=0.318$) and the stall is only 0.05 nm. At 10 nm the stall is 1.14 nm, and no $s$ between 0 and 1 meets both targets for $|m|\le12$ nm. Four other rough disturbances, applied one at a time, leave stalls of 0.55 to 0.91 nm: 30 nm defocus, 5\% of the other polarization, 2\% local flare, and a 2.5 nm imaginary layer at mask edges. Lens aberrations, rigorous mask diffraction and full resist chemistry are not included. The pupil is also taken as flat. At this aperture the radiometric factor raises the amplitude at 0.8 of the pupil radius by about 1.2 relative to the axis. With it, and with $s$ read as the share of clear-field intensity, the alternation still stalls at $s=0.3$ ($F=1.29$ nm, $\det J\ne0$), but no point with $|m|\le12$ nm meets both targets. The zero-error solution $(s_*,0)$ belongs to the flat-pupil model.

\textbf{Q.} Why does so little blur move the joint solution so far?

\textbf{A.} It spoils a cancellation. The central-pole image of $B$ contains $2a_1^2+2a_1^2\cos2\theta$, which is zero at the target edge. If blur multiplies the second harmonic by $v$, an intensity $2a_1^2(1-v)(1-s)$ remains in $B$ but not in $A$. To first order in $m$ and $1-v$, equal edge intensities require
\begin{equation}
\frac{a_0(1+t)(1-s)m}{p}=2a_1^2(1-v)(1-s),\qquad
m=\frac{2pa_1^2(1-v)}{a_0(1+t)}.
\end{equation}
For 5 nm blur, $v=\exp[-8\pi^2(5/180)^2]=0.941$, giving $m\simeq3.6$ nm, close to the computed 3.3 nm. The wider openings admit more light, so the matching $s$ is lower and lies nearer the start at 0.3. The numerical output lists the other cases.

\textbf{Q.} So what may I conclude when my alternation stops?

\textbf{A.} That neither block can improve the objective alone. To claim a joint local optimum for the worst edge, you must also test simultaneous changes.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wavelength 193.4 nm, NA 1.35, threshold 0.25 of clear field
pitches A, B, C: 90, 180, 120 nm
pole shift 0.8, pole radius 0.1 (pupil units)
background amplitude t = 0.2449
order amplitudes at m=0: a0 = 0.3775, a1 = 0.3963
order spacing A: 1.5918 pupil units
order spacing B: 0.7959 pupil units
order spacing C: 1.1938 pupil units
start: dipole fraction s = 0.300
after mask step: m = 5.9514 nm
after source step: s = 0.300000
after second mask step: m = 5.9514 nm
stall errors: eA = +0.8801 nm, eB = -0.8801 nm
stall worst error F = 0.8801 nm
stall de/ds: A 17.231, B 8.916 nm per unit s
stall de/dm: A 1.5974, B 0.3904 nm/nm
stall det J = -7.5166 nm per unit s
full joint direction: ds = +0.2327, dm = -3.0615 nm
trial move (5 %): ds = +0.01164, dm = -0.15308 nm
F, source moved alone: 1.0732 nm
F, mask moved alone: 0.9398 nm
F, both moved: 0.8386 nm
joint solution: s = 0.68439, |m| = 0.00000 nm
joint solution from formula: s = 0.68439
joint worst error below 1e-6 nm: True
joint det J: numeric -1.3176, formula -1.3176 nm per unit s
log slope A: stall 1.342, joint 2.573
log slope B: stall 7.246, joint 4.947
stall curve: s = 0.30, m = +5.951 nm, F = 0.8801 nm
stall curve: s = 0.45, m = +3.786 nm, F = 0.4011 nm
stall curve: s = 0.60, m = +1.382 nm, F = 0.1012 nm
stall curve: s = 0.90, m = -3.445 nm, F = 0.1153 nm
source-first start m = 4 nm: s = 0.4361, F = 0.4377 nm
three edges: stall m = 6.3119 nm, F = 1.4547 nm
least squares, first sweep: s = 0.31083, m = 5.5579 nm
error factor per sweep: measured 0.99278, formula 0.99268
sweeps to halve the error: 94.3
defocus 30 nm: stall F = 0.857 nm; joint s = 0.636, m = 0.719 nm
resist blur 5 nm: stall F = 0.392 nm; joint s = 0.457, m = 3.312 nm
other polarization 5 %: stall F = 0.554 nm; joint s = 0.528, m = 2.311 nm
local flare 2 %: stall F = 0.728 nm; joint s = 0.605, m = 1.185 nm
mask edge layer 2.5 nm: stall F = 0.906 nm; joint s = 0.694, m = -0.437 nm
\end{verbatim}
